# Choosing the contact field step in finite-perturbation spin-spin couplings

In a water molecule with its nuclei held at fixed positions, the energy depends slightly on whether the two proton spins are parallel or antiparallel. Part of this coupling passes through the electrons: one proton polarizes the electron spins at its own position, the polarization spreads, and the other proton feels the spin density that arrives. Finite perturbation theory computes this directly. A contact field is put on one nucleus in an unrestricted SCF calculation, and the spin density is read at the other.

The user must choose the strength of the field. The field of a real proton is so weak that an ordinary SCF run may not respond to it at all, while a strong field leaves the linear regime. This guide derives what the setting means, how the error depends on it, and how to choose it together with the SCF threshold and the basis.

## What the field represents

A nucleus with moment $\mathbf m_N=\gamma\hbar\mathbf I$ has the vector potential $\mathbf A=(\mu_0/4\pi)\,\mathbf m_N\times\mathbf n/r^2$, where $\mathbf n$ is the unit vector from the nucleus. The integral of its magnetic field over a small sphere of radius $R$ is

$$
\int\nabla\times\mathbf A\,dV=\oint\mathbf n\times\mathbf A\,dS
=\frac{\mu_0}{4\pi}\oint\left[\mathbf m_N-\mathbf n(\mathbf n\cdot\mathbf m_N)\right]\frac{dS}{R^2}
=\frac{2\mu_0}{3}\mathbf m_N .
$$

The last step uses the angular average $\mathbf n(\mathbf n\cdot\mathbf m_N)\to\mathbf m_N/3$, which leaves $4\pi\cdot\tfrac23$. The result does not depend on $R$, so the field contains the term $(2\mu_0/3)\mathbf m_N\delta(\mathbf r)$. An electron has moment $-g_e\mu_B\mathbf s$, with $g_e$ taken positive and $\mathbf s$ dimensionless. Its energy in this part of the field is

$$
H_{\rm c}=\frac{2\mu_0}{3}g_e\mu_B\gamma\hbar\;\mathbf I\cdot\mathbf s\;\delta(\mathbf r).
$$

This is the Fermi contact term. The rest of the dipole field gives the spin-dipolar term, which is not treated here.

In atomic units $\mu_0=4\pi\alpha^2$ and $\mu_B=\tfrac12$. Write $m=\gamma\hbar/(2\mu_B)$ for the nuclear moment per unit spin. With the nuclear spin along $z$, an electron with $s_z=\pm\tfrac12$ feels $\pm\lambda\,\delta(\mathbf r)$, where

$$
\lambda=\frac{2\cdot4\pi\alpha^2}{3}\cdot\frac{g_e}{2}\cdot mI_z\cdot\frac12=c\,mI_z,\qquad c=\frac{2\pi\alpha^2g_e}{3}.
$$

This $\lambda$ is the setting. If a program instead defines its field $f$ as the factor of $s_z\delta(\mathbf r)$, then $\lambda=f/2$.

## From spin density to coupling

Let $\delta_A$ be the matrix of $\delta(\mathbf r-\mathbf R_A)$ in a fixed basis of real functions. The UHF core Hamiltonian becomes $h+\lambda_A\delta_A+\lambda_B\delta_B$ for $\alpha$ electrons and $h-\lambda_A\delta_A-\lambda_B\delta_B$ for $\beta$ electrons. The converged UHF energy is stationary with respect to the orbitals, and the basis does not depend on the fields. Only the explicit dependence therefore contributes to the first derivative:

$$
\frac{\partial E}{\partial\lambda_B}={\rm Tr}\left[(P_\alpha-P_\beta)\delta_B\right]=\rho_B .
$$

Here $\rho_B$ is the $\alpha$-minus-$\beta$ density at B. Differentiating again,

$$
\chi\equiv\left.\frac{d\rho_B}{d\lambda_A}\right|_0=\left.\frac{\partial^2E}{\partial\lambda_A\partial\lambda_B}\right|_0 .
$$

The energy thus contains $\chi\lambda_A\lambda_B=\chi c^2m_Am_BI_{zA}I_{zB}$ in hartree. A closed-shell singlet is unchanged by rotations of the electron spins, so the contact coupling has no preferred direction and its full form is $hJ\,\mathbf I_A\cdot\mathbf I_B$. Comparing the $z$ components gives

$$
J=C\chi,\qquad C=\frac{E_h}{h}\,c^2m_Am_B .
$$

One perturbed calculation gives the estimate $C\,Q(\lambda)$, with

$$
Q(\lambda)=\frac{\rho_B(\lambda)}{\lambda},\qquad \lambda_A=\lambda,\ \lambda_B=0 .
$$

## Why one run is enough

Exchange the labels $\alpha$ and $\beta$ in the UHF equations and reverse $\lambda$: the equations are unchanged. On the solution that grows continuously out of the closed shell, $\rho_B$ is therefore odd in $\lambda$, so that

$$
\rho_B=\chi\lambda+a\lambda^3+b\lambda^5+\dots,\qquad Q=\chi+a\lambda^2+b\lambda^4+\dots
$$

The quotient from a single run already has a quadratic error. A second run at $-\lambda$ adds nothing, because $[\rho_B(\lambda)-\rho_B(-\lambda)]/(2\lambda)=Q(\lambda)$.

A second run at $\lambda/2$ is useful. In $4Q(\lambda/2)-Q(\lambda)$ the terms $4a\lambda^2/4$ and $a\lambda^2$ cancel and $3\chi$ remains, so

$$
\frac{4Q(\lambda/2)-Q(\lambda)}{3}=\chi-\frac{b\lambda^4}{4}+\dots
$$

The same pair gives an error estimate. Since $Q(\lambda)-Q(\lambda/2)\approx\tfrac34a\lambda^2$, the error $\tfrac14a\lambda^2$ of the smaller step is about one third of the difference.

If only energies are available, and not spin densities at nuclei, one can put fields on both nuclei. For equivalent nuclei the terms odd in each field are $\chi\lambda_A\lambda_B+a(\lambda_A^3\lambda_B+\lambda_A\lambda_B^3)$ through fourth order. The first coefficient $a$ follows from $\rho_B=\partial E/\partial\lambda_B$ at $\lambda_B=0$, and the second is equal to it by symmetry. Terms even in each field cancel in the difference

$$
\frac{E(\lambda,\lambda)-E(\lambda,-\lambda)}{2\lambda^2}=\frac{2\chi\lambda^2+4a\lambda^4+\dots}{2\lambda^2}=\chi+2a\lambda^2+\dots
$$

The energy route has the same limit and, at leading order, twice the truncation error.

## The response without a finite step

The limit $\lambda\to0$ can also be computed by linear response, which supplies both a reference value and the means to analyse an unfinished SCF. Let $i,j$ be occupied and $a,b$ virtual orbitals of the unperturbed molecule, with energies $\varepsilon$. (As subscripts, $a$ and $b$ denote orbitals, not the coefficients above.) To first order each $\alpha$ orbital changes by $\sum_aU_{ai}\phi_a$. The $\beta$ orbitals change by the opposite amount.

The total density is then unchanged, so there is no Coulomb response. The exchange matrix of the $\alpha$ density change has elements $\sum_{bj}[(ab|ij)+(aj|ib)]U_{bj}$ and enters the Fock matrix with a minus sign. With $d_{A,ai}=\phi_a(\mathbf R_A)\phi_i(\mathbf R_A)$,

$$
\delta F_{ai}=\lambda d_{A,ai}-\sum_{bj}\left[(ab|ij)+(aj|ib)\right]U_{bj}.
$$

At convergence the Fock and density matrices commute. In the orthonormal reference orbitals, the virtual-occupied block of $FP-PF$ is, to first order, $\varepsilon_aU_{ai}-U_{ai}\varepsilon_i+\delta F_{ai}$. Setting it to zero gives

$$
MU=-\lambda d_A,\qquad
M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)-(aj|ib).
$$

The $\alpha$ density at B changes by $2\,d_B^{T}U$, and the $\beta$ density by the opposite amount. Hence $\rho_B=4\,d_B^TU$ and

$$
\chi=-4\,d_A^{T}M^{-1}d_B .
$$

The method needs $M$ to be positive definite, which means that the closed shell is stable against triplet rotations. As an eigenvalue approaches zero, $\chi$ diverges if $d_A$ and $d_B$ both have a component along its eigenvector. Beyond that point the UHF solution may carry spin density without any field, and then $\rho_B/\lambda$ grows as $1/\lambda$ instead of approaching a coupling.

## What an unfinished SCF does

Suppose the SCF stops before the commutator vanishes. Let $r_\alpha$ and $r_\beta$ be its virtual-occupied blocks and $r=(r_\alpha-r_\beta)/2$ the spin-odd part. The first-order equation becomes $MU+\lambda d_A=r$, so $U=M^{-1}(r-\lambda d_A)$ and

$$
\rho_B=\chi\lambda+4\,d_B^{T}M^{-1}r .
$$

Let the SCF stop when the root mean square of $\|r_\alpha\|$ and $\|r_\beta\|$ falls below $\tau$. Since $\|(r_\alpha-r_\beta)/2\|^2\le(\|r_\alpha\|^2+\|r_\beta\|^2)/2$, we have $\|r\|\le\tau$. The Cauchy-Schwarz inequality then bounds the error of $\rho_B$ by $\kappa\tau$, with $\kappa=4\|M^{-1}d_B\|$. To leading order in both sources of error,

$$
|Q(\lambda)-\chi|\le|a|\lambda^2+\frac{\kappa\tau}{\lambda}.
$$

Reducing the step thus helps only while the first term matters. The derivative $2|a|\lambda-\kappa\tau/\lambda^2$ vanishes at

$$
\lambda_*=\left(\frac{\kappa\tau}{2|a|}\right)^{1/3},
$$

where $\kappa\tau/\lambda_*=2|a|\lambda_*^2$ and the bound equals $3|a|\lambda_*^2$. This step minimizes the bound, not necessarily the actual error.

There is also a complete failure. A run started from the converged closed-shell density begins with $U=0$ and $r=\lambda d_A$. If $\lambda\|d_A\|<\tau$, it meets the stopping test at once. A program that tests before its first diagonalization then reports zero coupling; one that diagonalizes first stops after one or two updates and reports a nonzero but unconverged value.

## Why tight basis functions call for smaller steps

The size of $a$ can be estimated in a one-electron picture. Let the field $s\lambda\delta_A$, with $s=+1$ for $\alpha$ and $-1$ for $\beta$, act on occupied orbital $i$, and neglect the shift of its energy and the readjustment of the other electrons. Projecting the orbital equation on virtual orbital $a$ gives $(\varepsilon_a-\varepsilon_i)c_a+s\lambda\phi_a(\mathbf R_A)\psi(\mathbf R_A)=0$, so

$$
\psi(\mathbf r)=\phi_i(\mathbf r)-s\lambda\,G(\mathbf r,\mathbf R_A)\psi(\mathbf R_A),\qquad
G(\mathbf r,\mathbf r')=\sum_a\frac{\phi_a(\mathbf r)\phi_a(\mathbf r')}{\varepsilon_a-\varepsilon_i}.
$$

Put $\mathbf r=\mathbf R_A$ and write $g=G(\mathbf R_A,\mathbf R_A)$. Then $\psi(\mathbf R_A)=\phi_i(\mathbf R_A)/(1+s\lambda g)$. Repeated action of the field at A has replaced $s\lambda$ by $s\lambda/(1+s\lambda g)$. In the part of the density at B that is linear in $G(\mathbf R_B,\mathbf R_A)$, the difference between the spins contains

$$
\frac{\lambda}{1+\lambda g}+\frac{\lambda}{1-\lambda g}=\frac{2\lambda}{1-\lambda^2g^2}=2\lambda\left(1+g^2\lambda^2+\dots\right).
$$

Hence $a/\chi\approx g^2$. With several occupied orbitals, $g$ depends on $i$ through $\varepsilon_i$, which matters little for tight virtual orbitals with large $\varepsilon_a$. As a simple choice, not a derived one, $g$ is averaged with weights $\phi_i(\mathbf R_A)^2$, which suppress orbitals with little amplitude at A. This is an estimate, to be judged against computed values.

A normalized s Gaussian of exponent $\zeta$ has density $(2\zeta/\pi)^{3/2}$ at its centre and kinetic energy $3\zeta/2$. Its contribution to $g$, density over energy, scales as $\sqrt\zeta$, so $g^2$ should grow roughly in proportion to the largest exponent.

The same scaling fixes the order of limits. For the spin that is attracted, the field lowers the energy of such a Gaussian by $\lambda(2\zeta/\pi)^{3/2}$, which at fixed $\lambda$ eventually exceeds the kinetic cost $3\zeta/2$. The Coulomb energies grow only as $\sqrt\zeta$ and cannot prevent this. With ever tighter functions at fixed $\lambda$, the energy has no lower bound. The coupling must therefore be obtained as $\lambda\to0$ in each basis, and the basis enlarged afterwards.

## Worked example: the two protons of water

Take O-H distances of 0.96 Å and an angle of 104.5°. Oxygen has the cc-pVDZ basis. Each hydrogen has the uncontracted s and p functions of cc-pVTZ and two added tight s functions, each exponent four times the previous largest. The lowest eigenvalue of $M$ is 0.27 hartree, so the closed shell is stable against triplet rotations.

With $c=2.23317\times10^{-4}$ and $m=1.52103\times10^{-3}$, a proton with $I_z=\tfrac12$ has

$$
\lambda=2.23317\times10^{-4}\times1.52103\times10^{-3}\times\tfrac12=1.698\times10^{-7}\ \text{a.u.}
$$

The conversion factor is $C=759.149$ Hz per atomic unit. Linear response gives $\chi=-0.0301489$, hence

$$
J=759.149\times(-0.0301489)=-22.89\ \text{Hz}.
$$

The negative sign means that this term favours parallel proton spins. The extra digits below serve to measure numerical errors relative to this reference in the same basis; they are not digits of the physical coupling.

**Truncation.** With $\tau=2\times10^{-10}$ hartree, the finite-field results are:

| $\lambda$ (a.u.) | $J$ (Hz) | error (Hz) |
|---|---|---|
| 0.008 | −23.0457 | −0.158 |
| 0.004 | −22.9269 | −0.039 |
| 0.002 | −22.8974 | −0.010 |

Halving the step divides the error by 4.02 and then 4.00. The first two rows extrapolate to

$$
J=\frac{4(-22.9269)-(-23.0457)}{3}=-22.8873\ \text{Hz}.
$$

One third of their difference is 0.040 Hz, close to the actual error at 0.004. The energy route at 0.008 gives −23.2050 Hz, with 2.01 times the error of the density route.

**Convergence.** The size of the SCF error depends on where a given algorithm happens to stop, not only on $\tau$; the values here are for a DIIS-accelerated SCF started from the closed shell. With the looser threshold $\tau=10^{-4}$ hartree, the error is 4.3 Hz at $\lambda=0.008$, 7.9 Hz at 0.002 and 24.0 Hz at 0.00025. The last run gives $J\approx+1.1$ Hz, which has the wrong sign. At the two smallest steps, 0.0005 and 0.00025, the residual formula reproduces the SCF error to about $10^{-5}$ Hz. The bound is cautious: at 0.008 it is 23 Hz, about five times the actual error.

With $\kappa=2.4117$ and $a=-3.2407$, the loose threshold gives

$$
\lambda_*=\left(\frac{2.4117\times10^{-4}}{2\times3.2407}\right)^{1/3}=0.033\ \text{a.u.},
$$

where the bound is still 8.2 Hz. No choice of step makes this bound small, so this threshold cannot guarantee a small error, and at steps of 0.008 and below the actual error was 4 Hz or more. At larger steps it falls, to 1.7 Hz at 0.016 and −0.3 Hz at 0.033, but the last value is a cancellation of an SCF error of about +2.7 Hz against a truncation error of −3.0 Hz and cannot be relied on; the remedy is a tighter threshold. At 0.033 higher powers of $\lambda$ already matter, since $a\lambda^2$ alone gives −2.7 Hz. For the tight threshold $\lambda_*=0.0004$, with a bound of 0.0013 Hz.

Since $\|d_A\|=43.9$, a loose run started from the closed shell passes the test at once below $\lambda=10^{-4}/43.9=2.3\times10^{-6}$. The SCF used here then returns zero; a program that diagonalizes before testing returns about −1.7 Hz at such fields, which is equally wrong and less conspicuous. The field of one real proton is about 13 times weaker than that.

**Basis.** Adding tight s functions on hydrogen gives:

| tight s | $J$ (Hz) | $a/\chi$ | $g^2$ |
|---|---|---|---|
| 0 | −19.70 | 7.7 | 7.6 |
| 1 | −21.21 | 28.6 | 27.6 |
| 2 | −22.89 | 107 | 104 |
| 3 | −23.22 | 397 | 388 |

The estimate $g^2$ is within 4% of the computed curvature, which grows by about 3.7 for each fourfold increase of the largest exponent. The derivation does not promise such closeness: the terms dropped within the one-electron picture and the neglected readjustment of the other electrons are each larger than this and partly cancel here, so $g^2$ is best used for the size and scaling of the curvature. The coupling does not settle evenly: its successive changes are 1.5, 1.7 and 0.3 Hz. The last change is small but does not establish the basis limit: a fourth and a fifth tight function give −23.70 and −23.75 Hz. The rest of the basis matters as much. With two tight functions, oxygen cc-pVTZ gives −24.1 Hz and aug-cc-pVTZ −24.5 Hz; oxygen aug-cc-pVTZ with d functions and four tight s functions on hydrogen gives −25.3 Hz. The value −22.89 Hz thus moves by more than 2 Hz when the basis is enlarged.

## Choosing the settings

1. Confirm that the closed shell is stable against triplet rotations, and start the perturbed run from its converged density.

2. Tighten the SCF threshold before reducing the step. For the water basis above, a residual near $10^{-10}$ hartree with $\lambda$ between 0.002 and 0.008 keeps the numerical error below 0.2 Hz. The threshold must refer to the orbital residual: near convergence the energy error is quadratic in the residual, so a small energy change is a weaker guarantee for the spin density.

3. Scale the step with the basis. For the proton pair above, the relative truncation error is about $g^2\lambda^2$, so a target $\eta$ suggests $\lambda\approx\sqrt\eta/g$. With two tight functions, $\eta=0.001$ gives $\lambda\approx\sqrt{0.001/104}=0.003$. A fourfold larger top exponent calls for roughly half the step. Do not carry this estimate over unchecked to a field on a heavier nucleus. For a field on oxygen in the basis above, whose oxygen functions are contracted, the same target suggests a step of about 0.1, far outside the linear regime. In such a case, reduce the step until each further halving changes $Q$ by about a quarter of the previous change.

4. Run $\lambda$ and $\lambda/2$, extrapolate, and take one third of the difference as the truncation error of the smaller step. Then repeat one run with a tenfold smaller threshold. If the result moves by more than the accuracy required, the SCF error is still too large. An unchanged result is reassuring only if $\lambda\|d_A\|$ is far above the threshold, since two runs that both stop at the first test return the same unconverged value, zero or otherwise. A run at $-\lambda$ is no substitute: if the algorithm treats both spins alike and starts from the closed shell, each iterate is odd in $\lambda$ and the SCF error is reproduced in $Q$.

These settings control the numerical error of the UHF contact term in a given basis. They do not supply electron correlation, the spin-dipolar and orbital contributions, vibrational averaging or relativistic effects, so the −23 Hz found here, which also shifts by more than 2 Hz in larger bases, is not a prediction of the measured coupling. The numerical check that follows gives the full output.

## Table of computed values

```
Water: O-H 0.96 angstrom, angle 104.5 degrees
Main basis: 40 functions, 2 tight s per H
RHF energy: -76.034822 hartree
Lowest eigenvalue of M: 0.2705 hartree
Electron g factor (absolute): 2.002319
Contact factor 2 pi alpha^2 g/3: 2.23317e-04 a.u.
Proton gamma*hbar/(2 mu_B): 1.52103e-03 a.u.
Field lam of one proton: 1.698e-07 a.u.
Factor C from chi to J: 759.149 Hz per a.u.
Linear response chi: -0.0301489 a.u.
Linear response J: -22.8875 Hz
Tight SCF, residual below 2e-10 hartree
lam 0.008 a.u.: rho_B -2.42858e-04 a.u., J -23.0457 Hz, error -0.15820 Hz
lam 0.004 a.u.: rho_B -1.20803e-04 a.u., J -22.9269 Hz, error -0.03936 Hz
lam 0.002 a.u.: rho_B -6.03238e-05 a.u., J -22.8974 Hz, error -0.00985 Hz
Error ratios on halving lam: 4.019, 3.998
rho_B at lam -0.004: 1.20803e-04 a.u.
Extrapolated J (0.008, 0.004): -22.8873 Hz
Extrapolated J minus reference: 2.51e-04 Hz
Energy-route J at 0.008: -23.2050 Hz
Energy/density truncation error ratio: 2.007
Truncation coefficient a: -3.2407 a.u.
Residual factor kappa: 2.4117 a.u.
Norm of d_A: 43.935 a.u.
Loose SCF, residual below 1e-04 hartree
lam 0.00800 a.u.: error 4.2962 Hz, bound 23.0429 Hz
lam 0.00400 a.u.: error 7.9053 Hz, bound 45.8103 Hz
lam 0.00200 a.u.: error 7.8929 Hz, bound 91.5517 Hz
lam 0.00100 a.u.: error 15.4198 Hz, bound 183.0862 Hz
lam 0.00050 a.u.: error 21.1357 Hz, bound 366.1680 Hz
lam 0.00025 a.u.: error 23.9728 Hz, bound 732.3350 Hz
lam 0.00050 a.u.: SCF error 21.13636 Hz, from residual 21.13636 Hz
lam 0.00025 a.u.: SCF error 23.97296 Hz, from residual 23.97295 Hz
Best step, loose: 0.03339 a.u., bound there 8.22601 Hz
Best step, tight: 0.00042 a.u., bound there 0.00131 Hz
Loose run returns zero below lam: 2.276e-06 a.u.
Basis series (tight s count, largest H exponent in bohr^-2)
0, 33.9: J -19.6982 Hz, a/chi 7.67 a.u., g^2 7.55 a.u.
1, 135.5: J -21.2077 Hz, a/chi 28.62 a.u., g^2 27.56 a.u.
2, 541.9: J -22.8875 Hz, a/chi 107.49 a.u., g^2 104.16 a.u.
3, 2167.7: J -23.2193 Hz, a/chi 397.39 a.u., g^2 387.80 a.u.
```
